# Why metal contacts barely disturb the band edges of monolayer MoSi2N4: a program that tests the result

```python
"""Why a metal contact barely disturbs the band edges of monolayer MoSi2N4.

Result under test: a contact that touches only the outermost N plane moves an
edge state of energy E_n to the complex energy E that solves
    E - E_n = w*Sigma(E) / (1 - R(E)*Sigma(E)),
w     : weight of the edge state on the touched plane,
Sigma : contact self-energy (short-range potential + hopping into the metal),
R     : touched-plane Green function of all the other states of the layer.
Re(E - E_n) is the shift and -2 Im(E) the full width of the edge state.
Model: planes N-Si-N-Mo-N-Si-N, one orbital each, at fixed in-plane wavevector.
Energies in eV from midgap, lengths in nm, times in hbar/eV.
Parameters are round model values in the rough regime of MoSi2N4.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

VALENCE, CONDUCTION = -0.9, 0.9
LEVEL_N, LEVEL_SI, LEVEL_N_RAISED = -3.5, 6.0, -1.2
HOP_SI_N, HOP_MO_N = 2.5, 1.5
METAL_CENTRE, METAL_HOP, METAL_SITES = 2.0, 2.5, 1500
CONTACT_HOP, CONTACT_POTENTIAL = 0.8, -0.3
LATTICE, DIPOLE_LENGTH, VACUUM_BARRIER = 0.29, 0.2, 4.5
HEIGHTS = np.array([-0.35, -0.30, -0.125, 0.0, 0.125, 0.30, 0.35])
FIELD = 1.0  # eV/nm for one electron, equal to 10 MV/cm


def make_layer(edge, arm):
    """Mirror-symmetric layer; the Mo level is set so that a state lies at edge.
    arm lists (level, hopping to next plane inward) from the outside in."""
    s = 0.0
    for level, hop in arm:
        s = hop**2 / (edge - level - s)
    outer = [a[0] for a in arm]
    hops = [a[1] for a in arm]
    return np.array(outer + [edge - 2*s] + outer[::-1]), np.array(hops + hops[::-1])


def full_arm(outer_n=LEVEL_N, inner_n=LEVEL_N, si=LEVEL_SI, hop=HOP_SI_N):
    return [(outer_n, hop), (si, hop), (inner_n, HOP_MO_N)]


def edge_state(layer, edge):
    energies, vectors = eigh_tridiagonal(*layer)
    i = int(np.argmin(abs(energies - edge)))
    assert abs(energies[i] - edge) < 1e-9
    return energies, vectors, i


def contact_sigma(z, scale=1.0):
    x = z - METAL_CENTRE
    g = (x - 1j*np.sqrt(4*METAL_HOP**2 - x**2 + 0j)) / (2*METAL_HOP**2)
    return scale*(CONTACT_POTENTIAL + CONTACT_HOP**2*g)


def background(layer, edge, z):
    energies, vectors, i = edge_state(layer, edge)
    others = np.arange(len(energies)) != i
    return np.sum(vectors[0, others]**2 / (z - energies[others]))


def resonance(layer, edge, scale=1.0):
    """Complex displacement of the edge from the derived equation."""
    _, vectors, i = edge_state(layer, edge)
    w, z = vectors[0, i]**2, edge + 0j
    for _ in range(80):
        s = contact_sigma(z, scale)
        new = edge + w*s/(1 - background(layer, edge, z)*s)
        change, z = abs(new - z), new
    assert change < 1e-12
    return z - edge


def joined_chain(layer, shift=0.0):
    """Eigenstates of an explicit long metal chain joined to the layer."""
    levels = layer[0] + shift
    levels[0] += CONTACT_POTENTIAL
    diagonal = np.concatenate([np.full(METAL_SITES, METAL_CENTRE), levels])
    hops = np.concatenate([np.full(METAL_SITES-1, METAL_HOP), [CONTACT_HOP], layer[1]])
    return eigh_tridiagonal(diagonal, hops)


def decay_in_time(layer, edge, rough_width):
    """Shift and width read from the survival amplitude of the edge state."""
    _, vectors, i = edge_state(layer, edge)
    energies, states = joined_chain(layer)
    overlap = (vectors[:, i] @ states[METAL_SITES:])**2
    longest = min(2/rough_width, 450.0)  # before the echo from the far metal end
    times = np.linspace(0.25*longest, longest, 400)
    amplitude = np.exp(-1j*np.outer(times, energies - edge)) @ overlap
    half_width = -np.polyfit(times, np.log(abs(amplitude)), 1)[0]
    shift = -np.polyfit(times, np.unwrap(np.angle(amplitude)), 1)[0]
    return shift - 1j*half_width


def gap_states(layer):
    """Midgap density of states on every plane, from the derived formula."""
    levels, hops = layer
    h = np.diag(levels) + np.diag(hops, 1) + np.diag(hops, -1)
    column = np.linalg.inv(-h)[:, 0]
    s = contact_sigma(0.0)
    return column**2 * (-s.imag/np.pi) / abs(1 - s*column[0])**2


def filling_contour(layer, shift):
    """Electrons per spin on the layer, integrated up the imaginary axis."""
    levels, hops = layer
    size = len(levels)
    h = np.diag(levels + shift) + np.diag(hops, 1) + np.diag(hops, -1)
    nodes, weights = np.polynomial.legendre.leggauss(240)
    s = (nodes + 1)/2
    y, dy = 2*s/(1 - s), weights/(1 - s)**2
    matrices = 1j*y[:, None, None]*np.eye(size) - h
    matrices[:, 0, 0] -= contact_sigma(1j*y)
    trace = np.trace(np.linalg.inv(matrices), axis1=1, axis2=2).real
    return size/2 + np.sum(trace*dy)/np.pi


def filling_sum(layer, shift):
    """The same filling from occupied states of the explicit chain."""
    energies, states = joined_chain(layer, shift)
    # slight smearing removes the discreteness of the finite metal
    return np.sum(states[METAL_SITES:]**2 @ expit(-energies/0.02))


core_arm = [(LEVEL_N, HOP_MO_N)]
cases = {
    "valence, full layer": (make_layer(VALENCE, full_arm()), VALENCE),
    "conduction, full layer": (make_layer(CONDUCTION, full_arm()), CONDUCTION),
    "valence, bare core": (make_layer(VALENCE, core_arm), VALENCE),
    "conduction, bare core": (make_layer(CONDUCTION, core_arm), CONDUCTION),
    "valence, raised outer N": (make_layer(VALENCE, full_arm(LEVEL_N_RAISED)), VALENCE),
}

print(f"edges: valence {VALENCE} eV, conduction {CONDUCTION} eV")
print(f"levels: N {LEVEL_N} eV, Si {LEVEL_SI} eV, raised outer N {LEVEL_N_RAISED} eV")
print(f"hoppings: Si-N {HOP_SI_N} eV, Mo-N {HOP_MO_N} eV")
print(f"metal: centre {METAL_CENTRE} eV, hopping {METAL_HOP} eV")
print(f"contact: hopping {CONTACT_HOP} eV, potential {CONTACT_POTENTIAL} eV")

moved, weight = {}, {}
for name, (layer, edge) in cases.items():
    _, vectors, i = edge_state(layer, edge)
    weight[name] = vectors[0, i]**2
    moved[name] = resonance(layer, edge)
    measured = decay_in_time(layer, edge, -2*moved[name].imag)
    assert abs(measured - moved[name]) < 0.03*abs(moved[name]), (name, measured, moved[name])
    first = weight[name]*contact_sigma(edge)
    # the weak-contact law must become accurate when the contact is weakened
    weak = resonance(layer, edge, 0.02)
    assert abs(weak/(0.02*first) - 1) < 0.03
    width = -2*moved[name].imag
    life = const.hbar/const.e/width*1e15
    print(f"{name}: touched-plane weight {weight[name]:.5f}, Mo level {layer[0][len(layer[0])//2]:.3f} eV")
    print(f"  shift {1e3*moved[name].real:.2f} meV, width {1e3*width:.2f} meV, lifetime {life:.1f} fs")
    print(f"  weak-contact law: shift {1e3*first.real:.2f}, width {-2e3*first.imag:.2f} meV")
    print(f"  chain decay: shift {1e3*measured.real:.2f}, width {-2e3*measured.imag:.2f} meV")

for label, edge in (("valence", VALENCE), ("conduction", CONDUCTION)):
    full, core = label + ", full layer", label + ", bare core"
    layer = cases[full][0]
    energies, vectors, i = edge_state(layer, edge)
    c = vectors[:, i]
    ratio = HOP_SI_N**2/((edge - LEVEL_N)*(edge - LEVEL_SI) - HOP_SI_N**2)
    assert abs(c[0]/c[2] - ratio) < 1e-8 and abs(ratio) < 1
    p = c**2
    print(f"{label} weights per plane: outer N {p[0]:.4f}, Si {p[1]:.4f}, inner N {p[2]:.4f}, Mo {p[3]:.4f}")
    s = contact_sigma(edge)
    print(f"  amplitude ratio outer/inner N {ratio:.4f}; Sigma {s.real:.3f}{s.imag:+.3f}i eV")
    reduction = moved[core].imag/moved[full].imag
    assert reduction > 10
    print(f"  width reduction by outer layers {reduction:.1f}; weight ratio {weight[core]/weight[full]:.1f}")
    r = background(layer, edge, edge)
    limit = -weight[full]/r
    remaining = eigh_tridiagonal(layer[0][1:], layer[1][1:], eigvals_only=True)
    deleted = remaining[np.argmin(abs(remaining - edge))] - edge
    assert abs(deleted - limit) < 0.05*abs(limit)
    print(f"  R {r:.3f} /eV; strong-potential limit {1e3*limit:.1f} meV, plane deleted {1e3*deleted:.1f} meV")
    h = np.diag(layer[0]) + np.diag(layer[1], 1) + np.diag(layer[1], -1)
    coupling = FIELD*(vectors.T @ (HEIGHTS*c))
    assert abs(coupling[i]) < 1e-9
    others = np.arange(len(c)) != i
    second = np.sum(coupling[others]**2/(edge - energies[others]))
    tilted = np.linalg.eigvalsh(h + np.diag(FIELD*HEIGHTS))
    direct = tilted[np.argmin(abs(tilted - edge))] - edge
    assert abs(direct - second) < 0.05*abs(second)
    print(f"  shift in a 10 MV/cm field {1e3*direct:.2f} meV, second order {1e3*second:.2f} meV")

raised = moved["valence, raised outer N"].imag/moved["valence, full layer"].imag
assert raised > 3
print(f"valence width increase when outer N level is raised: {raised:.1f} times")
for kind in ("full layer", "bare core"):
    change = moved["conduction, "+kind].real - moved["valence, "+kind].real
    print(f"gap change on contact, {kind}: {1e3*change:.2f} meV")

factors = []
for n_level in (-4.5, -3.5, -2.5):
    for si_level in (5.0, 6.0, 7.0):
        for hop in (2.0, 2.5, 3.0):
            for edge in (VALENCE, CONDUCTION):
                trial = make_layer(edge, full_arm(n_level, n_level, si_level, hop))
                bare = make_layer(edge, [(n_level, HOP_MO_N)])
                _, v, i = edge_state(trial, edge)
                _, b, j = edge_state(bare, edge)
                factors.append(b[0, j]**2/v[0, i]**2)
print("parameter scan: N -4.5 to -2.5 eV, Si 5 to 7 eV, Si-N hopping 2 to 3 eV")
print(f"  weight ratio bare core/full layer: {min(factors):.1f} to {max(factors):.1f}")

cell_area = np.sqrt(3)/2*LATTICE**2
charging = 2*const.e*DIPOLE_LENGTH*1e-9/(const.epsilon_0*cell_area*1e-18)
print(f"lattice {LATTICE} nm, cell {cell_area:.4f} nm2, dipole length {DIPOLE_LENGTH} nm, C {charging:.1f} eV")
for kind in ("full layer", "bare core"):
    layer = cases["valence, " + kind][0]
    middle = len(layer[0])//2
    density = gap_states(layer)
    energies, states = joined_chain(layer)
    window = np.exp(-energies**2/(2*0.04**2))/(0.04*np.sqrt(2*np.pi))
    counted = states[METAL_SITES:]**2 @ window
    for plane in (0, middle):
        assert abs(counted[plane]/density[plane] - 1) < 0.03
    print(f"midgap states per eV and spin, {kind}: touched N {density[0]:.5f}, Mo {density[middle]:.5f}")
    response = (filling_sum(layer, 0.05) - filling_sum(layer, -0.05))/0.1
    contour = (filling_contour(layer, 0.05) - filling_contour(layer, -0.05))/0.1
    assert response < 0 and abs(contour/response - 1) < 0.03
    slope = 1/(1 - charging*response)
    neutral = filling_contour(layer, 0.0)
    ends = [brentq(lambda u: u - dw - charging*(filling_contour(layer, u) - neutral), -0.3, 0.3)
            for dw in (-0.1, 0.1)]
    solved = (ends[1] - ends[0])/0.2
    assert abs(solved/slope - 1) < 0.03
    print(f"  filling response {response:.5f} /eV, S {slope:.2f}, self-consistent S {solved:.2f}")

k_corner = 4*np.pi/(3*LATTICE)
kappa = np.sqrt(2*const.m_e*VACUUM_BARRIER*const.e)/const.hbar*1e-9
kappa_corner = np.hypot(kappa, k_corner)
extra = np.exp(-2*(kappa_corner - kappa)*DIPOLE_LENGTH)
print(f"vacuum decay at {VACUUM_BARRIER} eV: Gamma {kappa:.1f} /nm, K {kappa_corner:.1f} /nm")
print(f"  neglected extra factor on K-edge width over {DIPOLE_LENGTH} nm: {extra:.3f}")
print(f"thermal energy at 300 K: {1e3*const.k*300/const.e:.1f} meV")
print("every check passed")
```

Output:

```
edges: valence -0.9 eV, conduction 0.9 eV
levels: N -3.5 eV, Si 6.0 eV, raised outer N -1.2 eV
hoppings: Si-N 2.5 eV, Mo-N 1.5 eV
metal: centre 2.0 eV, hopping 2.5 eV
contact: hopping 0.8 eV, potential -0.3 eV
valence, full layer: touched-plane weight 0.00949, Mo level -2.275 eV
  shift -3.84 meV, width 3.07 meV, lifetime 214.4 fs
  weak-contact law: shift -4.26, width 3.96 meV
  chain decay: shift -3.84, width 3.07 meV
conduction, full layer: touched-plane weight 0.00313, Mo level 0.060 eV
  shift -1.08 meV, width 1.37 meV, lifetime 479.0 fs
  weak-contact law: shift -1.12, width 1.56 meV
  chain decay: shift -1.08, width 1.37 meV
valence, bare core: touched-plane weight 0.19982, Mo level -2.631 eV
  shift -82.54 meV, width 65.40 meV, lifetime 10.1 fs
  weak-contact law: shift -89.62, width 83.34 meV
  chain decay: shift -82.56, width 65.32 meV
conduction, bare core: touched-plane weight 0.09430, Mo level -0.123 eV
  shift -32.56 meV, width 41.31 meV, lifetime 15.9 fs
  weak-contact law: shift -33.60, width 47.10 meV
  chain decay: shift -32.56, width 41.31 meV
valence, raised outer N: touched-plane weight 0.08432, Mo level -2.493 eV
  shift -28.57 meV, width 17.78 meV, lifetime 37.0 fs
  weak-contact law: shift -37.81, width 35.17 meV
  chain decay: shift -28.57, width 17.77 meV
valence weights per plane: outer N 0.0095, Si 0.0103, inner N 0.1421, Mo 0.6762
  amplitude ratio outer/inner N -0.2584; Sigma -0.448-0.209i eV
  width reduction by outer layers 21.3; weight ratio 21.1
  R 0.297 /eV; strong-potential limit -32.0 meV, plane deleted -31.6 meV
  shift in a 10 MV/cm field 2.56 meV, second order 2.55 meV
conduction weights per plane: outer N 0.0031, Si 0.0097, inner N 0.0660, Mo 0.8423
  amplitude ratio outer/inner N -0.2178; Sigma -0.356-0.250i eV
  width reduction by outer layers 30.1; weight ratio 30.1
  R 0.185 /eV; strong-potential limit -16.9 meV, plane deleted -16.9 meV
  shift in a 10 MV/cm field 0.52 meV, second order 0.52 meV
valence width increase when outer N level is raised: 5.8 times
gap change on contact, full layer: 2.76 meV
gap change on contact, bare core: 49.98 meV
parameter scan: N -4.5 to -2.5 eV, Si 5 to 7 eV, Si-N hopping 2 to 3 eV
  weight ratio bare core/full layer: 6.9 to 103.3
lattice 0.29 nm, cell 0.0728 nm2, dipole length 0.2 nm, C 99.4 eV
midgap states per eV and spin, full layer: touched N 0.00350, Mo 0.00026
  filling response -0.00406 /eV, S 0.71, self-consistent S 0.71
midgap states per eV and spin, bare core: touched N 0.00966, Mo 0.00550
  filling response -0.01647 /eV, S 0.38, self-consistent S 0.38
vacuum decay at 4.5 eV: Gamma 10.9 /nm, K 18.1 /nm
  neglected extra factor on K-edge width over 0.2 nm: 0.056
thermal energy at 300 K: 25.9 meV
every check passed
```
